# Mullins smoothing: fourth-power decay of a surface ripple by surface diffusion

## What a wrong scaling costs

Plasma etching leaves ripples on silicon sidewalls, and a hot anneal can smooth them. Suppose an anneal of 44 s reduces a ripple of wavelength 500 nm from an amplitude of 20 nm to 1 nm. How long does a ripple of wavelength 1000 nm need, with the same start, target and temperature?

If height spread like heat, the time would grow as the square of the wavelength, and the answer would be 176 s. When atoms move by diffusion along the surface, it grows as the fourth power, and the answer is about 700 s. After 176 s the longer ripple would still have an amplitude of $20\,e^{-(\ln 20)/4}\approx 9.5$ nm. These notes derive the fourth power and the conditions under which it holds.

## Setting and conventions

The surface has height $h(x,t)$ above a flat reference plane, with the solid below, and is uniform along $y$. For a sidewall, "height" means distance along the wall's outward normal. Primes denote $\partial/\partial x$, $s$ is arc length increasing with $x$, and $h$ is periodic in $x$. The curvature $\kappa$ is counted positive on a crest:

$$\kappa=-\frac{h''}{(1+h'^2)^{3/2}} .$$

The surface energy per area, $\gamma$, is at first independent of orientation. This presumes a thermally rough surface, one without facets. The atomic volume is $\Omega$. Atoms move along the surface only; there is no evaporation, bulk diffusion, deposition or ion bombardment.

## Chemical potential of a curved surface

Per unit depth along $y$, the surface energy is

$$E=\gamma\int\sqrt{1+h'^2}\,dx .$$

Change $h$ by a small $\delta h(x)$. To first order, then integrating by parts with no boundary term because of periodicity,

$$\delta E=\gamma\int\frac{h'}{\sqrt{1+h'^2}}\,\delta h'\,dx
=-\gamma\int\frac{d}{dx}\!\left(\frac{h'}{\sqrt{1+h'^2}}\right)\delta h\,dx .$$

The derivative in the bracket is

$$\frac{h''}{\sqrt{1+h'^2}}-\frac{h'^2h''}{(1+h'^2)^{3/2}}=\frac{h''}{(1+h'^2)^{3/2}}=-\kappa ,$$

so $\delta E=\gamma\int\kappa\,\delta h\,dx$. Since $\int\delta h\,dx$ is the added volume per unit depth, added volume costs energy $\gamma\kappa$ per volume. One atom brings volume $\Omega$, so its chemical potential relative to a flat surface is

$$\mu=\gamma\Omega\kappa .$$

Atoms on crests have a higher chemical potential than atoms in troughs.

## Flux along the surface

Let mobile surface atoms have number density $n$ and diffusivity $D$. If they are dilute and in local equilibrium with the solid beneath, $n=n_{\rm eq}e^{\mu/k_BT}$, where $n_{\rm eq}$ belongs to the flat surface. Fick's law gives

$$J=-D\frac{\partial n}{\partial s}=-\frac{Dn_{\rm eq}}{k_BT}\,e^{\mu/k_BT}\frac{\partial\mu}{\partial s}
\approx-\frac{D_sn_s}{k_BT}\frac{\partial\mu}{\partial s}.$$

The last step uses $|\mu|\ll k_BT$ and writes $Dn_{\rm eq}=D_sn_s$. Here $n_s$ is the density of surface sites, and $D_s$ is an effective diffusivity that already contains the small fraction of atoms that are mobile. Only the product matters below; it is taken as uniform. $J$ counts atoms per time and per length along $y$.

## Conservation of atoms

Consider a piece of surface between $s$ and $s+ds$. Atoms enter at rate $J(s)$ and leave at rate $J(s+ds)$. Neglecting changes in the small stock of mobile atoms, the surplus joins the solid and moves the surface outward with normal velocity $v_n$:

$$v_n\,ds=\Omega\,[J(s)-J(s+ds)]\quad\Rightarrow\quad v_n=-\Omega\frac{\partial J}{\partial s}.$$

Inserting $J$ and $\mu$, the two minus signs cancel:

$$v_n=B\,\frac{\partial^2\kappa}{\partial s^2},\qquad B=\frac{D_sn_s\gamma\Omega^2}{k_BT}.$$

This is Mullins' law for surface diffusion. Its sign can be checked through the energy. Because $h_t\,dx=v_n\,ds$ (shown in the next part),

$$\frac{dE}{dt}=\gamma\int\kappa\,v_n\,ds=\gamma B\int\kappa\,\frac{\partial^2\kappa}{\partial s^2}\,ds=-\gamma B\int\left(\frac{\partial\kappa}{\partial s}\right)^2ds\le 0 .$$

The surface energy cannot rise, as required for a relaxation driven by surface energy alone.

## Equation for the height

The unit outward normal is $(-h',1)/\sqrt{1+h'^2}$. A surface point displaced vertically at rate $h_t$ therefore has normal velocity $v_n=h_t/\sqrt{1+h'^2}$. Also $ds=\sqrt{1+h'^2}\,dx$, which proves $h_t\,dx=v_n\,ds$ and gives $\partial/\partial s=(1+h'^2)^{-1/2}\,\partial/\partial x$. Hence

$$h_t=\sqrt{1+h'^2}\;B\,\frac{1}{\sqrt{1+h'^2}}\frac{\partial}{\partial x}\!\left[\frac{1}{\sqrt{1+h'^2}}\frac{\partial\kappa}{\partial x}\right]
=B\frac{\partial}{\partial x}\!\left[\frac{\kappa'}{\sqrt{1+h'^2}}\right].$$

The right side is a total derivative, so the mean height is conserved.

For $|h'|\ll1$, the square root tends to 1 and $\kappa\to-h''$. For a sinusoidal ripple of small slope, the largest correction to $h_t$ is about four times the largest $h'^2$, relative to the largest linear term; this follows from the terms worked out under "Finite slope". Without the corrections the equation is linear:

$$\frac{\partial h}{\partial t}=-B\,\frac{\partial^4h}{\partial x^4}.$$

## Decay of a sinusoidal ripple

Insert $h=a(t)\cos qx$, with $q=2\pi/\lambda$. Each pair of derivatives multiplies the cosine by $-q^2$, so four derivatives give $+q^4$:

$$\dot a\cos qx=-Bq^4a\cos qx .$$

The cosine cancels, so the ripple keeps its shape. Integrating $da/a=-Bq^4dt$ from $a_0$ gives

$$\boxed{a(t)=a_0\,e^{-Bq^4t}},\qquad \tau=\frac{1}{Bq^4}=\frac{\lambda^4}{16\pi^4B}.$$

The four powers can be followed through the physics:

$$\mu=\gamma\Omega\,aq^2\cos qx,\qquad J=\frac{D_sn_s}{k_BT}\gamma\Omega\,aq^3\sin qx,\qquad h_t=-\Omega J'=-Bq^4a\cos qx .$$

Curvature supplies two powers, the gradient that drives the flux a third, and the divergence of the flux the fourth. Just to the right of the crest at $x=0$ the flux is positive, so atoms leave the crest on that side; by symmetry they also leave on the other.

The law was compared with a discrete surface made of straight segments, with 160 nodes per 500 nm. Its energy is $\gamma$ times its length, atoms flow between neighbouring nodes down the chemical potential, and volume is conserved. Neither the curvature formula nor the fourth-derivative equation enters. With the parameters of the example below, the decay rates are:

| $\lambda$ (nm) | discrete surface (1/s) | $Bq^4$ (1/s) |
|---|---|---|
| 500 | 0.06809 | 0.06810 |
| 250 | 1.0885 | 1.0897 |
| 125 | 17.36 | 17.43 |

The fitted power of $q$ is 3.997. The small deficit comes from the node spacing $\Delta$. On a grid, $q^2$ is replaced by $(2-2\cos q\Delta)/\Delta^2\approx q^2(1-q^2\Delta^2/12)$, so the rate falls by the fraction $q^2\Delta^2/6$. At 125 nm, $q\Delta=2\pi/40$ and this fraction is 0.4 %, as found.

## Rough profiles: every wavelength has its own clock

In the linear regime a general profile is a sum of sinusoids that decay independently. If a roughness spectrum $S(q)$ measures squared amplitude, it evolves as

$$S(q,t)=S(q,0)\,e^{-2Bq^4t}.$$

In this law, amplitudes with wavelengths below $\lambda_*=2\pi(Bt)^{1/4}$ have fallen by more than a factor $e$ after a time $t$. This cutoff grows slowly: doubling it takes sixteen times the anneal. Far below the cutoff the law can fail even at small slopes. A finite slope lets longer waves feed shorter ones, and this supply can exceed the tiny amplitude that the exponential would leave.

A second case is the scalloped wall left by cyclic etching, modelled by parabolic arcs that meet in outward cusps:

$$h=C\left[\left(\frac{2x}{\lambda}-1\right)^2-\frac13\right],\qquad 0<x<\lambda .$$

The depth from crest to trough is $C$. The amplitude of the $n$th harmonic is $a_n=(2/\lambda)\int_0^\lambda h\cos(nqx)\,dx$. Integrate by parts twice. The first boundary term vanishes with the sine. In the second, $h'$ equals $-4C/\lambda$ at $x=0$ and $+4C/\lambda$ at $x=\lambda$. The last integral vanishes because $h''$ is constant inside the period. This leaves

$$a_n=\frac{2}{\lambda}\,\frac{1}{n^2q^2}\,\frac{8C}{\lambda}=\frac{4C}{\pi^2n^2}.$$

The second harmonic starts at one quarter of the first and decays sixteen times faster, so in the linear law their ratio is $\tfrac14e^{-15t/\tau}$. The cusps disappear early and a nearly sinusoidal ripple remains.

## Finite slope

Let $\varepsilon=aq$ be the largest slope and $\theta=qx$. For $h=a\cos\theta$ we have $h'=-\varepsilon\sin\theta$ and $h''=-\varepsilon q\cos\theta$. Keep terms of relative order $\varepsilon^2$ and use $\cos\theta\sin^2\theta=(\cos\theta-\cos3\theta)/4$:

$$\kappa\approx\varepsilon q\cos\theta\left(1-\tfrac32\varepsilon^2\sin^2\theta\right)
=\varepsilon q\left[\left(1-\tfrac38\varepsilon^2\right)\cos\theta+\tfrac38\varepsilon^2\cos3\theta\right].$$

Differentiate, then multiply by $(1+h'^2)^{-1/2}\approx1-\tfrac12\varepsilon^2\sin^2\theta$, using $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$:

$$\frac{\kappa'}{\sqrt{1+h'^2}}\approx-\varepsilon q^2\left[\left(1-\tfrac34\varepsilon^2\right)\sin\theta+\tfrac54\varepsilon^2\sin3\theta\right].$$

One more derivative, times $B$, gives $h_t$. Its $\cos\theta$ part is

$$\dot a=-Bq^4a\left(1-\tfrac34a^2q^2\right).$$

The slope also creates a third harmonic. The $\sin3\theta$ term drives its amplitude at the rate $-\tfrac{15}{4}Bq^4a\varepsilon^2$, while the harmonic itself decays at the rate $81Bq^4$, so it settles near $-0.05\,a\varepsilon^2$. It acts back on the fundamental only at relative order $\varepsilon^4$, which is dropped here. On the discrete surface the coefficient comes out as 0.748, against $\tfrac34$.

For the time to reach amplitude $a$, expand $1/(1-\tfrac34a^2q^2)\approx1+\tfrac34a^2q^2$ and integrate:

$$\frac t\tau=\int_a^{a_0}\left(\frac1{a'}+\frac34q^2a'\right)da'=\ln\frac{a_0}{a}+\frac38q^2\left(a_0^2-a^2\right).$$

A small but finite slope thus slows the decay at first. As the ripple flattens, its decay rate approaches $Bq^4$, but the delay built up by then remains: it tends to $\tfrac38q^2a_0^2\,\tau$.

## Example: a silicon sidewall

Take $T=1273$ K, $\gamma=1.2$ J/m² $=7.49$ eV/nm², $\Omega=0.020$ nm³, $n_s=10$ nm⁻² and $D_s=10^{-7}$ cm²/s $=10^7$ nm²/s. With $k_BT=0.1097$ eV,

$$B=\frac{10^7\times10\times7.49\times(0.020)^2}{0.1097}=2.73\times10^6\ \text{nm}^4/\text{s}.$$

For $\lambda=500$ nm, $q=0.01257$ nm⁻¹ and $q^4=2.49\times10^{-8}$ nm⁻⁴. The rate is $Bq^4=0.0681$ s⁻¹ and $\tau=14.7$ s. Going from 20 nm to 1 nm takes

$$t=\tau\ln20=14.68\times2.996=44.0\ \text{s}.$$

The starting slope is $a_0q=0.25$, which lowers the initial rate by 4.7 % to first order in $a^2q^2$. The corrected time is 44.3 s, and the full evolution of the discrete surface gives 44.35 s, of which about 0.01 s comes from the node spacing (the fraction $q^2\Delta^2/6\approx0.026$ % of the rate). The correction to the total is below 1 % because the slope soon becomes small.

Scallops with the same first harmonic are 49 nm deep. Their time is 44.4 s, practically that of the sinusoid. After $0.2\tau$ the ratio of second to first harmonic has dropped from 0.25 to 0.015. The linear law predicts $0.25\,e^{-3}=0.012$. The grid changes the second harmonic's rate by only 0.1 %, too little to explain the gap. What the linear law leaves out is the slope, which reaches $4C/\lambda\approx0.39$ at the cusps.

## Other paths for the atoms

**Evaporation.** Let the vapour be in equilibrium with a flat surface, so that each area receives an atomic flux $F$. A curved surface emits $Fe^{\mu/k_BT}$. The net velocity is $-\Omega F(e^{\mu/k_BT}-1)\approx-\Omega F\mu/k_BT$. With $\mu=\gamma\Omega aq^2\cos qx$, the ripple decays at the rate

$$r_{\rm evap}=\frac{F\gamma\Omega^2}{k_BT}\,q^2 .$$

**Bulk diffusion.** Let $D_v$ be the self-diffusivity inside the solid, which holds $1/\Omega$ atoms per volume. The bulk flux is $-(D_v/\Omega k_BT)\nabla\mu$. If the point defects that carry the atoms spread over a wavelength much faster than the ripple decays, the state is quasi-steady and $\nabla^2\mu=0$. Then in the solid, $z<0$, $\mu=\gamma\Omega aq^2\cos(qx)\,e^{qz}$. Its vertical derivative at the surface brings one more factor $q$. Multiplying the upward flux by $\Omega$ gives $h_t$, and

$$r_{\rm bulk}=\frac{D_v\gamma\Omega}{k_BT}\,q^3 .$$

Both powers are below four, so surface diffusion wins at short wavelengths and loses at long ones. For a rough silicon vapour pressure of $10^{-8}$ Torr and $D_v\sim10^{-16}$ cm²/s, evaporation contributes about $10^{-6}$ of the surface-diffusion rate at 500 nm, and bulk diffusion $4\times10^{-7}$. The evaporation ratio grows as $\lambda^2$ and would reach one only near half a millimetre, provided the evaporated atoms fly freely over a wavelength. In a hydrogen ambient they must diffuse through the gas. At long wavelengths the vapour path then scales as $q^3$ and the crossover moves out, by a rough hard-sphere estimate to about 2 mm at 100 Torr and beyond 10 mm at atmospheric pressure. The ratio at 500 nm hardly changes.

## Anisotropy and facets

If $\gamma$ depends smoothly on the surface angle $\vartheta\approx h'$, expand the energy per $dx$ to second order about $\vartheta=0$:

$$\left(\gamma+\gamma_\vartheta h'+\tfrac12\gamma_{\vartheta\vartheta}h'^2\right)\left(1+\tfrac12h'^2\right)\approx\gamma+\gamma_\vartheta h'+\tfrac12(\gamma+\gamma_{\vartheta\vartheta})h'^2 .$$

The linear term integrates to zero over a period. The small-slope theory therefore survives with $\gamma$ replaced by the stiffness $\gamma+\gamma_{\vartheta\vartheta}$, and ripples decay as long as this stiffness is positive. If it were negative, they would grow. For $\gamma=\gamma_0(1-\delta\cos4\vartheta)$ the stiffness at $\vartheta=0$ is $\gamma_0(1-\delta+16\delta)=\gamma_0(1+15\delta)$. An anisotropy of just 2 % raises it by 30 % and shortens the anneal from 44 to 34 s, with $\gamma_0$ and $D_s$ held fixed. The sign depends on orientation: for a wall at $\vartheta=45°$, where $\gamma$ is largest, the stiffness is $\gamma_0(1-15\delta)=0.70\,\gamma_0$ and the anneal lengthens to 63 s.

A facet is a different matter. There $\gamma$ has a cusp, with a term $\beta|h'|$. Over one wavelength of the ripple this adds energy $4\beta a$, proportional to $a$ instead of $a^2$. The restoring force then does not vanish with the amplitude, and the linear equation no longer follows, however small the slope.

## The real anneal

Hydrogen annealing near 1000 °C is used to smooth and round etched silicon, typically for minutes. The calculated time is not far from this, but that is no test of the model, because the inputs are too uncertain. All material values above are rough. The least certain is $D_s$, perhaps by a factor of ten either way, which spreads the linear estimate from 4 to 440 s. With an activation energy of roughly 2.5 eV, an anneal 10 K cooler has a decay time $\tau$ about 19 % longer. Real silicon also breaks the assumption of a rough surface: it has facets at this temperature. The smooth-anisotropy estimate does not cover them, and this model cannot say how far they move the time. Etching by hydrogen is also left out.

Two further limits can be sized. For the sinusoidal ripple the largest $\mu/k_BT$ is 0.004, so linearising the exponential is safe for the fundamental and the anneal time. It is not safe for very small harmonics. The factor $e^{\mu/k_BT}$ breaks the symmetry between crest and trough and feeds a second harmonic of about $-\mu_{\max}/(14k_BT)$ times the first, some $-3\times10^{-4}$ at the start. For the scallops this supply is as large as the surviving second harmonic by about $0.5\tau$. At the ideal cusps of the scallops the curvature is at first unbounded, and the linearised flux does not hold there until they have rounded. With steps about 0.19 nm high, trough and crest are separated by some 210 steps at the start but only 11 at the target, where a continuous profile is a coarser description.

At an etch temperature of 300 K, extrapolating the same thermal law gives $\tau\approx4\times10^{32}$ s. The extrapolation is far too long for the figure itself to be trusted, but it shows that thermal surface diffusion of this kind does not smooth the wall during etching. Motion driven by ions is a separate process. The numerical output below lists the values used here.

## Computed results

```
temperature: 1273 K
thermal energy kB T: 0.1097 eV
surface energy: 1.2 J/m^2
surface energy: 7.49 eV/nm^2
atomic volume: 0.02 nm^3
site density: 10 1/nm^2
surface diffusivity: 1e-07 cm^2/s
surface diffusivity: 1e+07 nm^2/s
wavelength: 500 nm
wave number q: 0.01257 1/nm
start amplitude: 20 nm
target amplitude: 1 nm
Mullins coefficient B: 2.731e+06 nm^4/s
decay rate B q^4: 0.0681 1/s
decay time tau: 14.68 s
wavelength 500 nm: rate from discrete surface 0.068086 1/s, from B q^4 0.068103 1/s
wavelength 250 nm: rate from discrete surface 1.0885 1/s, from B q^4 1.0897 1/s
wavelength 125 nm: rate from discrete surface 17.363 1/s, from B q^4 17.434 1/s
fitted power of q: 3.9972
chemical potential, largest relative deviation: 1.8e-04
full nonlinear law, largest relative deviation: 1.4e-03
finite-slope coefficient, discrete surface: 0.7480
start slope a0 q: 0.2513
initial rate reduction by slope: 4.74 %
anneal time, linear law: 43.99 s
anneal time, slope-corrected law: 44.33 s
anneal time, discrete surface, sinusoid: 44.35 s
anneal time, discrete surface, scallops: 44.37 s
scallop depth, crest to trough: 49.34 nm
second/first harmonic of scallops at start: 0.250
second/first harmonic after 0.2 tau: 0.0150
linear anneal time if Ds is 10 times larger: 4.399 s
linear anneal time if Ds is 10 times smaller: 439.9 s
largest mu/(kB T) at start: 4.31e-03
assumed silicon vapour pressure: 1e-08 Torr
evaporation rate / surface-diffusion rate: 1.2e-06
assumed bulk diffusivity: 1e-16 cm^2/s
bulk-diffusion rate / surface-diffusion rate: 4.0e-07
assumed anisotropy of surface energy: 2 %
stiffness / mean surface energy: 1.3
linear anneal time with this stiffness: 33.84 s
assumed step height: 0.19 nm
steps from trough to crest at start: 211
steps from trough to crest at target: 11
assumed activation energy: 2.5 eV
tau at 10 K lower temperature: 17.45 s
etch temperature: 300 K
thermal tau at etch temperature: 4e+32 s
```
